# Valence and susceptibility of europium in the interconfiguration fluctuation model: a numerical check

```python
# Interconfiguration fluctuation (Sales-Wohlleben) model for Eu2+/Eu3+.
# Energies in kelvin. Ts = effective temperature: T+Tf or sqrt(T^2+Tf^2).
# Eu2+: 8S7/2, 8 states at Eex. Eu3+: 7F_J, E_J = lam J(J+1)/2, J = 0..6.
# Result under test, with Z3 = sum (2J+1) exp(-E_J/Ts):
#   p2 = 8 exp(-Eex/Ts)/(Z3 + 8 exp(-Eex/Ts)),  p3 = 1-p2,  valence v = 3-p2
#   chi = C0 [21 p2/Ts + p3 chi3],  C0 = N_A muB^2/k
#   chi3 = {8/lam + sum_{J>=1} (2J+1)[3J(J+1)/(4Ts) - 1/(6 lam)] exp(-E_J/Ts)}/Z3
#   A_J = sum |<J M'|Dz|J-1 M>|^2 = J(49-J^2)/12,  D = (S-L)/2
# Independent road: diagonalize lam L.S + b(Lz+2Sz), b = muB B/k, from matrices.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

LAM, EEX, TF = 500.0, 400.0, 100.0
muB = sc.physical_constants['Bohr magneton'][0]
TO_SI = 4e-6 * np.pi                      # m^3/mol per cm^3/mol
C0 = sc.mu_0 * sc.N_A * muB**2 / sc.k / TO_SI
J = np.arange(7)

# ---------- derived formulas ----------
def levels(lam): return lam * J * (J + 1) / 2
def weights(Ts, lam): return (2 * J + 1) * np.exp(-levels(lam) / Ts)
def p2f(Ts, E=EEX, lam=LAM):
    w2 = 8 * np.exp(-E / Ts)
    return w2 / (w2 + weights(Ts, lam).sum())
def level_chi(Ts, lam):
    return 0.75 * J * (J + 1) / Ts + np.where(J == 0, 8 / lam, -1 / (6 * lam))
def chi3f(Ts, lam=LAM):
    w = weights(Ts, lam)
    return w @ level_chi(Ts, lam) / w.sum()
def parts(Ts, E=EEX, lam=LAM):
    p = p2f(Ts, E, lam)
    return 21 * p / Ts, (1 - p) * chi3f(Ts, lam)
def chif(Ts, E=EEX, lam=LAM): return sum(parts(Ts, E, lam))
def meanE(Ts, lam=LAM):
    w = weights(Ts, lam)
    return w @ levels(lam) / w.sum()
def dp2f(Ts, E=EEX, lam=LAM):
    p = p2f(Ts, E, lam)
    return p * (1 - p) * (E - meanE(Ts, lam)) / Ts**2

# ---------- brute force from matrices ----------
def ang(j):
    m = j - np.arange(int(round(2 * j + 1)))
    return np.diag(m), np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
z3, up3 = ang(3.0)
I7 = np.eye(7)
Lz, Lp, Sz, Sp = np.kron(z3, I7), np.kron(up3, I7), np.kron(I7, z3), np.kron(I7, up3)
LS = Lz @ Sz + 0.5 * (Lp @ Sp.T + Lp.T @ Sp)
ls_eig = np.linalg.eigvalsh(LS)
LS0, e_unit = LS - ls_eig[0] * np.eye(49), ls_eig - ls_eig[0]
M3, M2 = Lz + 2 * Sz, 2 * ang(3.5)[0]
def p2b(Ts, E=EEX, lam=LAM):
    w2 = len(M2) * np.exp(-E / Ts)
    return w2 / (w2 + np.exp(-lam * e_unit / Ts).sum())
def partsb(Ts, E=EEX, lam=LAM):
    b = 1e-4 * Ts
    e3, U = np.linalg.eigh(lam * LS0 + b * M3)
    m3 = np.einsum('ia,ij,ja->a', U, M3, U)
    m2 = np.diag(M2)
    e2 = E + b * m2
    e0 = min(e3.min(), e2.min())
    w3, w2 = np.exp(-(e3 - e0) / Ts), np.exp(-(e2 - e0) / Ts)
    Z = w3.sum() + w2.sum()
    return -(w2 @ m2) / Z / b, -(w3 @ m3) / Z / b
def chib(Ts, E=EEX, lam=LAM): return sum(partsb(Ts, E, lam))
def meanEb(Ts):
    w = np.exp(-LAM * e_unit / Ts)
    return w @ (LAM * e_unit) / w.sum()

# ---------- tests ----------
orbs = [(m, s) for m in range(-3, 4) for s in (1, -1)]
def top_ML(n):   # M_L values of the f^n determinants of maximal M_S
    return sorted(sum(m for m, s in d) for d in itertools.combinations(orbs, n)
                  if sum(s for m, s in d) == n)
assert top_ML(7) == [0] and top_ML(6) == list(range(-3, 4))
assert np.allclose(LAM * e_unit, np.repeat(levels(LAM), 2 * J + 1), atol=1e-8)
Jz, Jp = Lz + Sz, Lp + Sp
j2, V = np.linalg.eigh(Jz @ Jz + 0.5 * (Jp @ Jp.T + Jp.T @ Jp))
P = [V[:, abs(j2 - j * (j + 1)) < 1e-8] for j in J]
Dz = (Sz - Lz) / 2
A = np.array([[np.sum((P[a].T @ Dz @ P[c])**2) for c in J] for a in J])
for a in J:
    for c in J:
        top = max(a, c)
        want = top * (49 - top**2) / 12 if abs(a - c) == 1 else 0.0
        assert abs(A[a, c] - want) < 1e-10
    assert abs(np.trace(P[a].T @ Dz @ Dz @ P[a]) - (2*a+1) * (48 - a*(a+1)) / 12) < 1e-10
    if a > 0:
        g = np.trace(P[a].T @ M3 @ Jz @ P[a]) / np.trace(P[a].T @ Jz @ Jz @ P[a])
        assert abs(g - 1.5) < 1e-10
for lam in (300.0, 500.0):          # tolerance covers the (b/Ts)^2 field term
    for E in (-300.0, 0.0, 400.0, 500.0, 1500.0):
        for Ts in (60.0, 100.0, 250.0, 700.0, 3000.0):
            pb = p2b(Ts, E, lam)
            assert abs(pb / p2f(Ts, E, lam) - 1) < 1e-10
            for x, y in zip(partsb(Ts, E, lam), parts(Ts, E, lam)):
                assert abs(x / y - 1) < 2e-6
            h = 1e-4 * Ts
            fd = (p2b(Ts + h, E, lam) - p2b(Ts - h, E, lam)) / (2 * h)
            assert abs(fd - dp2f(Ts, E, lam)) < 1e-5 * abs(fd) + 1e-12
            back = Ts * np.log(8 * (1 - pb) / (pb * weights(Ts, lam).sum()))
            assert abs(back - E) < 1e-6
assert abs(chib(5.0) * LAM / 8 - 1) < 1e-6 and p2b(5.0) < 1e-30
assert abs(p2b(1e8) - 8 / 57) < 1e-4
assert abs(chib(1e8) * 1e8 - (8 * 21 + 49 * 20) / 57) < 1e-3
assert abs(partsb(1e8)[1] * 1e8 / (1 - p2b(1e8)) - 20) < 1e-3
assert abs(meanEb(1e8) / (12 * LAM) - 1) < 1e-4
for Ts in (100.0, 500.0, 5000.0):
    w = weights(Ts, LAM)
    var = w @ levels(LAM)**2 / w.sum() - meanE(Ts)**2
    assert abs((meanEb(Ts*1.0001) - meanEb(Ts*0.9999)) / (2e-4*Ts) * Ts**2 / var - 1) < 1e-5
grid = np.geomspace(40, 1e6, 400)
def turns(y): return int(np.sum(np.diff(np.sign(np.diff(y))) != 0))
for E, n in ((-300.0, 0), (0.0, 0), (400.0, 1), (11 * LAM, 1), (13 * LAM, 0)):
    assert turns([p2b(t, E) for t in grid]) == n
assert max(p2b(t, E) for t in grid for E in (1e-3, 1.0, 50.0)) < 8 / 9
def argmax(f, a, c):
    return minimize_scalar(lambda t: -f(t), bounds=(a, c), method='bounded',
                           options={'xatol': 1e-6}).x
Tv = brentq(lambda t: meanE(t) - EEX, 50, 5000)
assert abs(argmax(p2b, 200, 1000) / Tv - 1) < 1e-4
T2 = brentq(lambda t: (1 - p2f(t)) * (EEX - meanE(t)) - t, 100, 300)
assert abs(argmax(lambda t: partsb(t)[0], 100, 300) / T2 - 1) < 1e-3
Tm = argmax(chif, 100, 300)
assert abs(argmax(chib, 100, 300) / Tm - 1) < 1e-3
assert turns([chib(t) for t in np.geomspace(40, 5000, 200)]) == 1
assert np.all(np.diff([chib(t + 1.2 * Tm) for t in np.linspace(0, 600, 40)]) < 0)
slope = (chif(TF + 0.01) - chif(TF - 0.01)) / 0.02
assert abs((chib(TF + 0.05) - chib(TF)) / 0.05 / slope - 1) < 2e-3 and slope > 1e-4
for t in (2.0, 4.0):
    assert abs((chib(np.hypot(t, TF)) - chib(TF)) / (slope * t**2 / (2 * TF)) - 1) < 5e-3

# ---------- worked example ----------
print(f"inputs: lambda = {LAM:.0f} K, Eex = {EEX:.0f} K, Tf = {TF:.0f} K")
print(f"C0 = N_A muB^2/k = {C0:.5f} cm3 K/mol")
print(f"Eu2+ Curie constant 21 C0 = {21*C0:.4f} cm3 K/mol")
print(f"Eu3+ J=0 Van Vleck 8 C0/lambda = {8*C0/LAM:.5e} cm3/mol")
print("A_J, J=1..6 (matrices):", " ".join(f"{A[j, j-1]:.3f}" for j in range(1, 7)))
print(f"alpha_0 = {8/LAM:.5f} 1/K, alpha_(J>=1) = {-1/(6*LAM):.4e} 1/K")
Ts = 300 + TF
w, lc = weights(Ts, LAM), level_chi(Ts, LAM)
print(f"--- T = 300 K, linear rule, T* = {Ts:.0f} K ---")
print("J  E_J(K)  weight  level chi(1/K)  weight*chi(1/K)")
for j in J:
    print(f"{j} {levels(LAM)[j]:6.0f} {w[j]:.5e} {lc[j]:.5e} {w[j]*lc[j]:.5e}")
print(f"Z3 = {w.sum():.5f}, Eu2+ weight = {8*np.exp(-EEX/Ts):.5f}")
print(f"sum weight*chi = {w@lc:.6f} 1/K, chi3 = {chi3f(Ts):.6f} 1/K, 21/T* = {21/Ts:.5f} 1/K")
print(f"p2 = {p2f(Ts):.5f}, p3 = {1-p2f(Ts):.5f}, v = {3-p2f(Ts):.5f}")
print(f"chi = {C0*chif(Ts):.5e} cm3/mol = {C0*chif(Ts)*TO_SI:.4e} m3/mol")
print(f"chi by diagonalization = {C0*chib(Ts):.5e} cm3/mol")
pt = 8 * np.exp(-EEX / Ts) / (1 + 8 * np.exp(-EEX / Ts))
print(f"nonmagnetic J=0 only: v = {3-pt:.4f}, chi = {C0*21*pt/Ts:.4e} cm3/mol")
temps = (0, 50, 100, 200, 300, 500, 1000)
for name, rule in (("T* = T+Tf", lambda t: t + TF),
                   ("T* = sqrt(T^2+Tf^2)", lambda t: np.hypot(t, TF))):
    print(f"--- {name}; chi in 1e-3 cm3/mol ---")
    print("T(K)  T*(K)  Z3  p2  v  chi(Eu2+)  chi(Eu3+)  chi")
    for t in temps:
        s = rule(t)
        a, c = (1e3 * C0 * x for x in parts(s))
        print(f"{t:4d} {s:7.1f} {weights(s, LAM).sum():.4f} {p2f(s):.4f} "
              f"{3-p2f(s):.4f} {a:6.3f} {c:6.3f} {a+c:6.3f}")
print(f"chi(T=0) = {C0*chif(TF):.4e} cm3/mol = {C0*chif(TF)*TO_SI:.4e} m3/mol")
print(f"valence minimum: T* = {Tv:.1f} K, v = {3-p2f(Tv):.4f}")
print(f"  T = {Tv-TF:.1f} K (linear), {np.sqrt(Tv**2-TF**2):.1f} K (quadrature)")
print(f"Eu2+ term maximum: T* = {T2:.1f} K, <E>3 = {meanE(T2):.1f} K, p3 = {1-p2f(T2):.4f}")
print(f"chi maximum: T* = {Tm:.1f} K, v there = {3-p2f(Tm):.4f}")
print(f"  chi = {C0*chif(Tm):.4e} cm3/mol = {C0*chif(Tm)*TO_SI:.4e} m3/mol")
print(f"  T = {Tm-TF:.1f} K (linear), {np.sqrt(Tm**2-TF**2):.1f} K (quadrature)")
print(f"dchi/dT* at Tf = {C0*slope:.4e} cm3/(mol K)")
print(f"quadrature T^2 coefficient = {C0*slope/(2*TF):.4e} cm3/(mol K^2)")
print(f"dv/dT* at Tf = {-dp2f(TF):.4e} 1/K, <E>3 at Tf = {meanE(TF):.2f} K")
print(f"T* = 1e8 K: v = {3-p2b(1e8):.4f}, chi T*/C0 = {chib(1e8)*1e8:.3f}")
print(f"12 lambda = {12*LAM:.0f} K, bound 2+1/9 = {2+1/9:.4f}")
print("done: every assertion held")
```

Running it gives:

```
inputs: lambda = 500 K, Eex = 400 K, Tf = 100 K
C0 = N_A muB^2/k = 0.37515 cm3 K/mol
Eu2+ Curie constant 21 C0 = 7.8781 cm3 K/mol
Eu3+ J=0 Van Vleck 8 C0/lambda = 6.00237e-03 cm3/mol
A_J, J=1..6 (matrices): 4.000 7.500 10.000 11.000 10.000 6.500
alpha_0 = 0.01600 1/K, alpha_(J>=1) = -3.3333e-04 1/K
--- T = 300 K, linear rule, T* = 400 K ---
J  E_J(K)  weight  level chi(1/K)  weight*chi(1/K)
0      0 1.00000e+00 1.60000e-02 1.60000e-02
1    500 8.59514e-01 3.41667e-03 2.93667e-03
2   1500 1.17589e-01 1.09167e-02 1.28368e-03
3   3000 3.87159e-03 2.21667e-02 8.58203e-05
4   5000 3.35399e-05 3.71667e-02 1.24657e-06
5   7500 7.91355e-08 5.59167e-02 4.42499e-09
6  10500 5.17265e-11 7.84167e-02 4.05622e-12
Z3 = 1.98101, Eu2+ weight = 2.94304
sum weight*chi = 0.020307 1/K, chi3 = 0.010251 1/K, 21/T* = 0.05250 1/K
p2 = 0.59769, p3 = 0.40231, v = 2.40231
chi = 1.33188e-02 cm3/mol = 1.6737e-07 m3/mol
chi by diagonalization = 1.33188e-02 cm3/mol
nonmagnetic J=0 only: v = 2.2536, chi = 1.4700e-02 cm3/mol
--- T* = T+Tf; chi in 1e-3 cm3/mol ---
T(K)  T*(K)  Z3  p2  v  chi(Eu2+)  chi(Eu3+)  chi
   0   100.0 1.0202 0.1256 2.8744  9.894  5.240 15.134
  50   150.0 1.1072 0.3342 2.6658 17.554  3.844 21.398
 100   200.0 1.2490 0.4643 2.5357 18.290  2.868 21.158
 200   300.0 1.6006 0.5685 2.4315 14.929  1.936 16.865
 300   400.0 1.9810 0.5977 2.4023 11.772  1.547 13.319
 500   600.0 2.7636 0.5978 2.4022  7.849  1.229  9.078
1000  1100.0 4.7491 0.5394 2.4606  3.863  1.015  4.878
--- T* = sqrt(T^2+Tf^2); chi in 1e-3 cm3/mol ---
T(K)  T*(K)  Z3  p2  v  chi(Eu2+)  chi(Eu3+)  chi
   0   100.0 1.0202 0.1256 2.8744  9.894  5.240 15.134
  50   111.8 1.0343 0.1777 2.8223 12.522  4.906 17.428
 100   141.4 1.0876 0.3030 2.6970 16.881  4.064 20.944
 200   223.6 1.3267 0.5020 2.4980 17.685  2.558 20.243
 300   316.2 1.6613 0.5761 2.4239 14.353  1.851 16.204
 500   509.9 2.4091 0.6025 2.3975  9.308  1.333 10.641
1000  1005.0 4.3707 0.5514 2.4486  4.323  1.035  5.358
chi(T=0) = 1.5134e-02 cm3/mol = 1.9017e-07 m3/mol
valence minimum: T* = 487.0 K, v = 2.3973
  T = 387.0 K (linear), 476.6 K (quadrature)
Eu2+ term maximum: T* = 182.1 K, <E>3 = 82.3 K, p3 = 0.5731
chi maximum: T* = 169.1 K, v there = 2.6064
  chi = 2.1756e-02 cm3/mol = 2.7339e-07 m3/mol
  T = 69.1 K (linear), 136.3 K (quadrature)
dchi/dT* at Tf = 2.1147e-04 cm3/(mol K)
quadrature T^2 coefficient = 1.0574e-06 cm3/(mol K^2)
dv/dT* at Tf = -4.2837e-03 1/K, <E>3 at Tf = 9.91 K
T* = 1e8 K: v = 2.8596, chi T*/C0 = 20.140
12 lambda = 6000 K, bound 2+1/9 = 2.1111
done: every assertion held
```
